# Scalar and tensor Stark shifts, and why J = 1/2 has none

## Definitions and conventions

An atom with Hamiltonian \(H_0\) sits in a static, uniform electric field \(\boldsymbol{\mathcal E}=\mathcal E\,\mathbf n\), where \(\mathbf n\) is a real unit vector. The interaction is \(V=-\mathbf d\cdot\boldsymbol{\mathcal E}\), with \(\mathbf d\) the electric dipole operator. Angular momenta are measured in units of \(\hbar\).

The level of interest has total electronic angular momentum \(J\), energy \(E_J\), states \(|JM\rangle\) and projector \(P\). The other levels are labelled \(k\), with angular momentum \(J_k\), energy \(E_k\) and projector \(P_k\). A sum over \(k\) includes the continuum. Define

\[
R=\sum_k\frac{P_k}{E_k-E_J},\qquad d_n=\mathbf n\cdot\mathbf d .
\]

Four assumptions are made.

1. \(H_0\) is invariant under rotations of the electrons, so \(P\), \(P_k\) and \(R\) commute with \(\mathbf J\). Hyperfine coupling is therefore left out.
2. \(H_0\) conserves parity and the level has definite parity. Since \(\mathbf d\) is odd, \(P\,\mathbf d\,P=0\) and there is no linear shift.
3. The level is isolated: the field coupling to each other level is small compared with the energy gap.
4. The Stark shifts are small compared with the fine structure, so \(J\) remains a good label.

Second-order perturbation theory then gives an operator acting inside the level,

\[
H_{\rm eff}=\sum_k\frac{PVP_kVP}{E_J-E_k}=-\tfrac12\mathcal E^2A(\mathbf n),\qquad A(\mathbf n)=2P\,d_nR\,d_n\,P .
\]

The minus sign comes from reversing the energy denominator, and the factor 2 in \(A\) cancels the conventional \(\tfrac12\). The result to be derived is, for \(J\ge1\),

\[
A(\mathbf n)=\alpha_0+\alpha_2\,\frac{3(\mathbf J\cdot\mathbf n)^2-J(J+1)}{J(2J-1)} .\tag{1}
\]

Here \(\alpha_0\) is the scalar and \(\alpha_2\) the tensor polarizability. For \(\mathbf n\) along \(z\) the fraction is diagonal, and at \(M=J\) it equals \((2J^2-J)/[J(2J-1)]=1\). Thus \(\alpha_2=\alpha(M{=}J)-\alpha_0\), where \(\alpha(M)\) is the diagonal element of \(A(\hat z)\).

For \(J=\tfrac12\) the fraction in (1) is \(0/0\). The claim must then be made about the operator itself: \(A(\mathbf n)=\alpha_0\) for every \(\mathbf n\), with no tensor part. One sets \(\alpha_2=0\) to record this. For \(J=0\) there is one state and nothing to split.

## First derivation: counting in M

### The shift is an even quadratic function of M

Take the field along \(z\). Because \(d_z\) commutes with \(J_z\), the operator \(A(\hat z)\) is diagonal in \(M\), and the degeneracy of the level causes no mixing. Consider one intermediate level at a time:

\[
W_k=P\,d_zP_kd_z\,P,\qquad w_k(M)=\langle JM|W_k|JM\rangle .
\]

A vector operator obeys \([J_i,d_j]=i\epsilon_{ijl}d_l\). With \(J_+=J_x+iJ_y\) and \(d_+=d_x+id_y\),

\[
[J_+,d_z]=-id_y+i(id_x)=-d_+,
\]
\[
[J_+,d_+]=i[J_x,d_y]+i[J_y,d_x]=i(id_z)+i(-id_z)=0 .
\]

Two successive commutators with \(J_+\) therefore annihilate \(d_z\). Take three successive commutators of \(J_+\) with \(W_k\). The projectors commute with \(J_+\), so the product rule distributes the three commutators over the two factors \(d_z\). One factor always receives at least two, and every term vanishes. Written out,

\[
J_+^3W_k-3J_+^2W_kJ_++3J_+W_kJ_+^2-W_kJ_+^3=0 .
\]

Between \(\langle J,M{+}3|\) and \(|JM\rangle\) all four terms share the nonzero factor \(\langle J,M{+}3|J_+^3|JM\rangle\). Dividing by it leaves

\[
w_k(M)-3w_k(M{+}1)+3w_k(M{+}2)-w_k(M{+}3)=0 .
\]

A function whose third difference vanishes is a polynomial of degree at most two. If \(J\le1\) there are at most three values of \(M\), and a quadratic passes through them anyway.

Next rotate the atom by \(\pi\) about \(x\). This sends \(d_z\to-d_z\) and \(|JM\rangle\to|J,-M\rangle\) up to a phase. The two signs in \(W_k\) cancel, so \(w_k(M)=w_k(-M)\). The linear term is absent, and after summing over \(k\),

\[
\alpha(M)=a+bM^2 .
\]

### The case J = 1/2

The only values are \(M=\pm\tfrac12\), and evenness makes them equal. Hence \(A(\hat z)\) is a number times the identity. A rotation \(U\) that carries \(\hat z\) into \(\mathbf n\) gives \(A(\mathbf n)=UA(\hat z)U^\dagger\), which is the same number times the identity. This proves that the tensor part vanishes.

### Separating the mean

For general \(J\), isotropy gives \(\mathrm{Tr}\,J_z^2=\tfrac13\mathrm{Tr}\,\mathbf J^2\), so the mean of \(M^2\) over the level is \(J(J+1)/3\). Adding and subtracting it,

\[
\alpha(M)=\Big[a+\tfrac b3J(J+1)\Big]+\tfrac b3\big[3M^2-J(J+1)\big].
\]

The first bracket is the mean, \(\alpha_0\). The second has zero mean, and comparison with (1) gives \(\alpha_2=bJ(2J-1)/3\). The same rotation \(U\) replaces \(J_z\) by \(\mathbf J\cdot\mathbf n\), which establishes (1).

The mean can be averaged over the three field directions as well, because \(\mathrm{Tr}\,A(\mathbf n)\) does not depend on \(\mathbf n\):

\[
\alpha_0=\sum_k\alpha_0^{(k)},\qquad
\alpha_0^{(k)}=\frac{2}{3(2J+1)}\sum_{i=x,y,z}\frac{\mathrm{Tr}(P\,d_iP_kd_i)}{E_k-E_J}.\tag{2}
\]

### What each intermediate level contributes

Acting with a vector on a state of angular momentum \(J\) amounts to adding angular momentum 1 to \(J\). Only \(J_k=J-1,\,J,\,J+1\) can occur. The shape of \(w_k(M)\) follows in each case.

- **\(J_k=J-1\).** The intermediate level has no state with \(M=\pm J\), so the even quadratic vanishes there: \(w_k\propto J^2-M^2\).
- **\(J_k=J+1\).** The same squared matrix element, read from the upper angular momentum to the lower, is the previous case with \(J\) replaced by \(J+1\): \(w_k\propto(J+1)^2-M^2\).
- **\(J_k=J\).** Let \(D(M)=\langle k,JM|d_z|JM\rangle\). The vanishing double commutator gives \(D(M)-2D(M{+}1)+D(M{+}2)=0\), so \(D\) is linear in \(M\). Its sum over \(M\) is \(\mathrm{Tr}(Xd_z)\), where \(X=\sum_M|JM\rangle\langle k,JM|\) commutes with \(\mathbf J\). Since \(d_z=-i[J_x,d_y]\), this trace equals \(-i\,\mathrm{Tr}([X,J_x]d_y)=0\). The constant term is absent, \(D\propto M\), and \(w_k\propto M^2\).

Divide each shape by its mean, evaluate at \(M=J\), and subtract 1. This gives the ratio \(c=\alpha_2^{(k)}/\alpha_0^{(k)}\).

For \(J_k=J-1\) the shape vanishes at \(M=J\), so \(c=-1\). For \(J_k=J\),

\[
c=\frac{J^2}{J(J+1)/3}-1=\frac{2J-1}{J+1}.
\]

For \(J_k=J+1\) the value at \(M=J\) is \((J+1)^2-J^2=2J+1\), and the mean is \((J+1)^2-J(J+1)/3=(J+1)(2J+3)/3\). Hence

\[
c=\frac{3(2J+1)}{(J+1)(2J+3)}-1=\frac{6J+3-(2J^2+5J+3)}{(J+1)(2J+3)}=-\frac{J(2J-1)}{(J+1)(2J+3)} .
\]

The tensor polarizability is

\[
\alpha_2=\sum_k c(J,J_k)\,\alpha_0^{(k)} .\tag{3}
\]

At \(J=\tfrac12\) the factor \(2J-1\) removes the channels \(J_k=\tfrac12\) and \(J_k=\tfrac32\) separately, and a level with \(J_k=-\tfrac12\) does not exist. The tensor part is therefore not lost through a cancellation between levels, and no choice of energies can restore it within the assumptions.

The opposite limit, \(J\to\infty\), gives \(c\to-1,\,2,\,-1\). With \(M=J\cos\theta\), the fraction in (1) becomes \((3\cos^2\theta-1)/2\). The channel \(J_k=J\) then responds as \(3\alpha_0^{(k)}\cos^2\theta\), like a rod polarizable along \(\mathbf J\). The channels \(J_k=J\pm1\) respond as \(\tfrac32\alpha_0^{(k)}\sin^2\theta\), like a disc perpendicular to \(\mathbf J\).

## Second derivation: the polarizability as a tensor operator

This argument treats all field directions together and does not classify the intermediate levels. Write

\[
A(\mathbf n)=\sum_{ij}n_in_jQ_{ij},\qquad Q_{ij}=P(d_iRd_j+d_jRd_i)P .
\]

The symmetric form suffices because \(n_in_j\) is symmetric. Split off the trace:

\[
Q_{ij}=\tfrac13\delta_{ij}K+T_{ij},\qquad K=\sum_iQ_{ii},\qquad \sum_iT_{ii}=0 .
\]

The operator \(K\) is invariant under rotations. Commuting with \(J_z\) makes it diagonal in \(M\), and commuting with \(J_+\) makes neighbouring diagonal elements equal. It is therefore a number, \(K=3\alpha_0\).

For the traceless part, take the complex vector \(\mathbf e=(1,i,0)\), which satisfies \(\mathbf e\cdot\mathbf e=0\). The trace term drops out of the contraction:

\[
T_{++}=\sum_{ij}e_ie_jT_{ij}=\sum_{ij}e_ie_jQ_{ij}=2P\,d_+R\,d_+P .
\]

Since \([J_z,d_+]=d_+\) and \([J_+,d_+]=0\), the operator \(T_{++}\) raises \(M\) by 2 and commutes with \(J_+\).

**\(J=\tfrac12\).** Here \(M\) can rise by at most 1, so \(T_{++}=0\).

**\(J\ge1\).** Acting on the lowest state, \(T_{++}\) gives a multiple of the single state with \(M=-J+2\), so \(T_{++}|J,-J\rangle=g\,J_+^2|J,-J\rangle\) for some number \(g\). Every other state is proportional to \(J_+^r|J,-J\rangle\), and

\[
T_{++}J_+^r|J,-J\rangle=J_+^rT_{++}|J,-J\rangle=g\,J_+^2J_+^r|J,-J\rangle .
\]

Hence \(T_{++}=gJ_+^2\) throughout the level.

Compare \(T_{ij}\) with the traceless symmetric tensor made from \(\mathbf J\),

\[
S_{ij}=\tfrac12(J_iJ_j+J_jJ_i)-\tfrac13\delta_{ij}J(J+1),\qquad S_{++}=J_+^2 .
\]

The difference \(G_{ij}=T_{ij}-gS_{ij}\) has \(G_{++}=0\). For \(J=\tfrac12\) take \(g=0\), so that \(G_{ij}=T_{ij}\).

It remains to show that all components of \(G\) vanish. Rotating the relation \(G_{++}=0\) gives, for any two perpendicular real unit vectors \(\mathbf u,\mathbf v\),

\[
G_{uu}-G_{vv}+2iG_{uv}=0 .
\]

The pair \(\mathbf u,-\mathbf v\) is equally allowed and reverses the sign of the last term. Adding and subtracting the two relations gives \(G_{uu}=G_{vv}\) and \(G_{uv}=0\). The three diagonal components are equal and sum to zero, so \(G=0\). Therefore

\[
A(\mathbf n)=\alpha_0+g\Big[(\mathbf J\cdot\mathbf n)^2-\tfrac13J(J+1)\Big],
\]

which is (1) with \(\alpha_2=gJ(2J-1)/3\). For \(J=\tfrac12\), \(T_{ij}=0\) and \(A(\mathbf n)=\alpha_0\). The tensor \(S_{ij}\) vanishes there too: with \(\mathbf J=\boldsymbol\sigma/2\), the symmetrized product is \(\delta_{ij}/4\), and \(J(J+1)/3=1/4\).

## What the two derivations assume

Both use a rotationally invariant \(H_0\), an isolated level and second order in a static field. In both, parity serves to remove the linear shift; the shape of the quadratic shift follows from rotations.

The first derivation fixes an axis and uses the angular momentum of each intermediate level. In return it yields (3), with which \(\alpha_2\) can be computed channel by channel. The second uses only the summed operator \(R\), so it shows that a single number \(g\) describes the anisotropy, but it does not supply that number.

The second derivation also shows where the real field enters. The unsymmetrized product \(d_iRd_j\) may have an antisymmetric part, which for \(J=\tfrac12\) can be proportional to \(i\epsilon_{ijl}\sigma_l\). It disappears on contraction with \(n_in_j\). A rotating field, described by a complex amplitude, is outside this proof.

## Physical reading and limits

A \(p_{1/2}\) electron occupies a \(p\) orbital, yet its density is spherical. The state with \(M=\tfrac12\) has probability \(\tfrac13\) for \(m=0\) and \(\tfrac23\) for \(m=1\), with opposite spins, so the two densities add without interference:

\[
4\pi\rho(\theta)=\tfrac13(3\cos^2\theta)+\tfrac23\big(\tfrac32\sin^2\theta\big)=1 .
\]

For \(p_{3/2}\), \(M=\tfrac32\), the average of \(3\cos^2\theta-1\) is \(-0.4\). A spherical density alone does not prove an isotropic response, which also involves the intermediate states; the operator argument covers both.

For an odd number of electrons the absence of splitting goes beyond second order. Time reversal \(\Theta\) leaves \(H_0\) and \(\mathbf d\) unchanged and satisfies \(\Theta^2=-1\). If \(\Theta\psi=\lambda\psi\), antilinearity would give \(\Theta^2\psi=|\lambda|^2\psi\), a contradiction. Each state thus has a distinct partner of equal energy, not only at second order but in any static electric field weak enough that ionization of the atom can be neglected. A \(J=\tfrac12\) level is one such pair; a \(J=\tfrac32\) level is two, which may separate.

The quadratic law itself fails near a level of opposite parity. For two states with gap \(\Delta\) and coupling \(v\), the lower one shifts by \(\tfrac12(\Delta-\sqrt{\Delta^2+4v^2})\). This is \(-v^2/\Delta\) for \(v\ll\Delta\), but approaches \(-v+\tfrac12\Delta\), which varies linearly with the field, for \(v\gg\Delta\).

Hyperfine coupling breaks the first assumption. The resolvent then contains the nuclear spin \(\mathbf I\) and commutes only with \(\mathbf F=\mathbf I+\mathbf J\). The electron and the nucleus can each supply one unit of \(M_F\), so a level with \(F\ge1\) built on \(J=\tfrac12\) may have a tensor shift.

## Worked example

Consider a model atom with one electron in \(s\), \(p\) and \(d\) levels at 0, 0.07 and 0.11 hartree. The spin-orbit term is \(\zeta\,\mathbf L\cdot\mathbf S\), with \(\zeta_p=0.002\) and \(\zeta_d=0.0002\) hartree. The radial integrals are 5 bohr (\(s\)–\(p\)) and 6 bohr (\(p\)–\(d\)). There is no continuum and no further level, so the results describe no particular atom.

The eigenvalues of \(\mathbf L\cdot\mathbf S\) are \(l/2\) and \(-(l+1)/2\). They place \(p_{3/2}\) at 0.0710, \(p_{1/2}\) at 0.0680, \(d_{5/2}\) at 0.1102 and \(d_{3/2}\) at 0.1097 hartree.

The dipole strength, summed over directions, from any \(p\) state is \(25/3\) to \(s\) and \(36\times\tfrac23=24\) to \(d\), in atomic units. From \(p_{1/2}\) all the \(d\) strength goes to \(d_{3/2}\), since \(d_{5/2}\) would need a change of 2 in \(J\). Equation (2) gives

\[
\alpha_0(p_{1/2})=\tfrac23\Big[\frac{25/3}{-0.0680}+\frac{24}{0.0417}\Big]=-81.7+383.7=302.0\ \text{a.u.}
\]

For \(p_{3/2}\) the \(d\) strength must be divided. The three \(p\) orbitals carry \(3\times24=72\), or \(72/5=14.4\) per \(d\) state. The four \(d_{3/2}\) states carry 57.6, of which \(2\times24=48\) goes to \(p_{1/2}\). The remaining 9.6, shared by four \(p_{3/2}\) states, is 2.4 each, leaving 21.6 for \(d_{5/2}\). The channels are:

| Via | \(\alpha_0^{(k)}\) (a.u.) | \(c\) | \(\alpha_2^{(k)}\) (a.u.) |
|---|---:|---:|---:|
| \(s_{1/2}\) | −78.2 | −1 | 78.2 |
| \(d_{5/2}\) | 367.3 | −0.2 | −73.5 |
| \(d_{3/2}\) | 41.3 | 0.8 | 33.1 |

From the unrounded entries, \(\alpha_0=330.4\) and \(\alpha_2=37.9\) a.u., or 82.2 and 9.42 kHz/(kV/cm)². The \(s\) level lies below, so its scalar part is negative and its tensor part positive.

At 100 kV/cm the fraction in (1) is \(+1\) for \(|M|=\tfrac32\) and \(-1\) for \(|M|=\tfrac12\). The \(p_{3/2}\) shifts are

\[
-\tfrac12(82.2\pm9.42)\times10^4\ \text{kHz}\approx-458\ \text{and}\ -364\ \text{MHz},
\]

a splitting of 94 MHz. Both \(p_{1/2}\) states shift by \(-376\) MHz. Diagonalizing the model at this field changes these four shifts by at most 0.0012 MHz, about 3 parts per million of the shift concerned.

The \(d_{5/2}\) level shows a limiting case. Its only partner here is \(p_{3/2}\), with \(c=-1\), so \(\alpha_0=-244.9\) and \(\alpha_2=+244.9\) a.u. cancel for \(|M|=\tfrac52\). The model has no \(f\) level to polarize those states.

To show that a hyperfine-induced tensor shift appears, add \(A_{\rm hf}\,\mathbf I\cdot\mathbf J\) with \(I=\tfrac12\) and \(A_{\rm hf}=658\) MHz in every level. The \(F=1\) level of \(s_{1/2}\) acquires \(\alpha_2=-3.3\times10^{-6}\) a.u., against a scalar value of 238 a.u. At 100 kV/cm its \(M_F=1\) and \(M_F=0\) states separate by 12 Hz. This figure is small because of the simplified coupling. With equal constants the \(p_{1/2}\) and \(p_{3/2}\) channels contribute \(-4.0\times10^{-5}\) and \(+3.7\times10^{-5}\) a.u. and nearly cancel; the remainder is roughly proportional to \(\zeta_p\) and vanishes with it. The magnetic coupling of a \(p\) electron is instead \(a\,\mathbf I\cdot[\mathbf L-\mathbf S+3\hat{\mathbf r}(\mathbf S\cdot\hat{\mathbf r})]\), whose constant in \(p_{3/2}\) is one fifth of that in \(p_{1/2}\). Scaled to 658 MHz in \(p_{1/2}\), it gives \(\alpha_2=-2.8\times10^{-5}\) a.u. (104 Hz), and still \(-2.6\times10^{-5}\) a.u. at \(\zeta_p=0\), so fine structure is not needed. A real atom also has hyperfine mixing of \(s\) with \(d\) levels, left out here. The 12 Hz therefore shows only that the shift exists; it gives neither its size nor its leading cause in a real atom. The remaining values are in the numerical output.

## Calculated quantities

```
orbital energies s, p, d: 0.0, 0.07, 0.11 hartree
spin-orbit constants p, d: 0.002, 0.0002 hartree
radial integrals s-p, p-d: 5.0, 6.0 bohr
energy of s1/2: 0.0000 hartree
energy of p3/2: 0.0710 hartree
energy of p1/2: 0.0680 hartree
energy of d5/2: 0.1102 hartree
energy of d3/2: 0.1097 hartree
field: 100 kV/cm
same field: 1.9447e-05 a.u.
1 a.u. of polarizability = 0.24883 kHz/(kV/cm)^2
p3/2 via s1/2: alpha0 part -78.247 a.u., c = -1.0000, alpha2 part 78.247 a.u.
p3/2 via d5/2: alpha0 part 367.347 a.u., c = -0.2000, alpha2 part -73.469 a.u.
p3/2 via d3/2: alpha0 part 41.344 a.u., c = 0.8000, alpha2 part 33.075 a.u.
p1/2 via s1/2: alpha0 part -81.699 a.u., c = 0.0000, alpha2 part -0.000 a.u.
p1/2 via d3/2: alpha0 part 383.693 a.u., c = -0.0000, alpha2 part -0.000 a.u.
s1/2: alpha0 = 238.194 a.u., alpha2 = 0.000 a.u.
p3/2: alpha0 = 330.443 a.u., alpha2 = 37.853 a.u.
p1/2: alpha0 = 301.994 a.u., alpha2 = 0.000 a.u.
d5/2: alpha0 = -244.898 a.u., alpha2 = 244.898 a.u.
d3/2: alpha0 = -233.190 a.u., alpha2 = 158.772 a.u.
p3/2 converted: alpha0 = 82.225, alpha2 = 9.419 kHz/(kV/cm)^2
p1/2 converted: alpha0 = 75.146, alpha2 = 0.000 kHz/(kV/cm)^2
p3/2 M=+1.5: alpha(M) = 368.296 a.u., quadratic shift -458.219 MHz, beyond quadratic 0.00082 MHz
p3/2 M=+0.5: alpha(M) = 292.591 a.u., quadratic shift -364.029 MHz, beyond quadratic 0.00115 MHz
p1/2 M=+0.5: alpha(M) = 301.994 a.u., quadratic shift -375.728 MHz, beyond quadratic 0.00044 MHz
p1/2 M=-0.5: alpha(M) = 301.994 a.u., quadratic shift -375.728 MHz, beyond quadratic 0.00044 MHz
p3/2 splitting, |M|=3/2 minus |M|=1/2: -94.190 MHz
<3cos^2-1> in p3/2, M=3/2: -0.4000 (dimensionless)
largest gap, finite-field vs formula: 1.8e-06 a.u.
strong test field: 2.0e-03 a.u.
largest pair splitting there: 6.9e-17 hartree
hyperfine constant A: 658.0 MHz
s1/2, F=1 hyperfine-induced alpha2: -3.313e-06 a.u.
its M=1 minus M=0 shift: 1.237e+01 Hz
```
